# The Runge–Lenz matrix in a hydrogenic shell

**The decision.** A calculation needs the eigenstates of the Runge–Lenz component \(A_z\) in the shell \(n\), expanded in spherical states \(|n\,l\,m\rangle\). One can apply a second-order differential operator to every wave function and integrate, or fill in the matrix from a closed formula. The second course is safe once three things are known: which elements vanish, how large the others are, and what fixes their signs. The result is that only \(l\to l\pm1\) at fixed \(m\) survives, with
\[
\langle n,l-1,m|A_z|n,l,m\rangle=e^{i\varphi_l}\sqrt{\frac{(n^2-l^2)(l^2-m^2)}{4l^2-1}} .
\]
The algebra fixes the modulus. If the states within each \(l\) are linked by \(L_\pm\) with the usual positive coefficients, the phase \(\varphi_l\) is independent of \(m\). It belongs to the choice of basis.

## 1. The algebra and the multiplet

The particle is spinless and nonrelativistic, the nucleus is fixed, and atomic units are used (\(\hbar=1\), mass 1). Repeated indices are summed. Define
\[
H=\tfrac12p^2-\frac Zr,\qquad \mathbf M=\mathbf K-Z\hat{\mathbf r},\qquad \mathbf K=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p).
\]
Entry 8 proves \([H,\mathbf M]=0\), \([L_i,M_j]=i\epsilon_{ijk}M_k\), \([M_i,M_j]=-2iH\epsilon_{ijk}L_k\), \(\mathbf L\cdot\mathbf M=0\) and \(M^2=Z^2+2H(L^2+1)\). On a bound level \(H\) is a number \(E<0\), so \(\mathbf A=\mathbf M/\sqrt{-2E}\) is Hermitian, acts within the level, and obeys
\[
[L_i,A_j]=i\epsilon_{ijk}A_k,\quad [A_i,A_j]=i\epsilon_{ijk}L_k,\quad \mathbf L\cdot\mathbf A=0,\quad L^2+A^2=-\frac{Z^2}{2E}-1 .
\]
Put \(\mathbf J_{1,2}=\tfrac12(\mathbf L\pm\mathbf A)\). Since \([A_i,L_j]=-[L_j,A_i]=i\epsilon_{ijk}A_k\),
\[
[J_{1i},J_{1j}]=\tfrac i4\epsilon_{ijk}(L_k+A_k+A_k+L_k)=i\epsilon_{ijk}J_{1k},\qquad [J_{1i},J_{2j}]=\tfrac i4\epsilon_{ijk}(L_k-A_k+A_k-L_k)=0,
\]
and likewise for \(\mathbf J_2\). These are two commuting angular momenta. For any vector \(\mathbf V\), \(\mathbf V\cdot\mathbf L=\mathbf L\cdot\mathbf V\) because \([L_i,V_i]=0\); hence \(J_1^2-J_2^2=\mathbf L\cdot\mathbf A=0\) and \(j_1=j_2=j\). Then \(L^2+A^2=2(J_1^2+J_2^2)=4j(j+1)\). With \(n=2j+1\),
\[
L^2+A^2=n^2-1,\qquad E=-\frac{Z^2}{2n^2},\qquad \mathbf A=\frac nZ\,\mathbf M .
\]
In the multiplet \(|m_1,m_2\rangle\) there are \(N(m)=n-|m|\) states with \(m_1+m_2=m\). A value \(l\) occurs \(N(l)-N(l+1)\) times, which is once for \(l=0,\dots,n-1\). The hydrogenic level is a single multiplet, because the radial equation has at most one regular solution for given \(E\) and \(l\); with several copies the result would hold in each. Within each \(l\), phases are fixed by \(L_+|l\,m\rangle=u_l(m)|l,m+1\rangle\), with \(u_l(m)=\sqrt{(l-m)(l+m+1)}\) and \(L_\pm=L_x\pm iL_y\).

## 2. The simplest case, \(n=2\)

Here \(j=\tfrac12\), and \(A_z=J_{1z}-J_{2z}\) gives \(+1\) on \(|\!\uparrow\downarrow\rangle\), \(-1\) on \(|\!\downarrow\uparrow\rangle\), and \(0\) on \(|\!\uparrow\uparrow\rangle\) and \(|\!\downarrow\downarrow\rangle\). Therefore
\[
A_z|1\,0\rangle=A_z\frac{|\!\uparrow\downarrow\rangle+|\!\downarrow\uparrow\rangle}{\sqrt2}=\frac{|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle}{\sqrt2}=|0\,0\rangle .
\]
The element is 1, as \(\sqrt{(4-1)(1-0)/(4-1)}\) requires. There is no diagonal part, and the states \(m=\pm l\) have no partner below. Reversing the sign of the singlet reverses the element and changes no commutator, so the sign is not in the algebra.

## 3. Which elements vanish

\([L_z,A_z]=0\) conserves \(m\). For \(l\), take any vector \(\mathbf V\), meaning \([L_i,V_j]=i\epsilon_{ijk}V_k\). Reordering gives \((\mathbf L\times\mathbf V)_i=\epsilon_{ijk}V_kL_j+i\epsilon_{ijk}\epsilon_{jkl}V_l=-(\mathbf V\times\mathbf L)_i+2iV_i\). Define \(\tilde{\mathbf V}=\tfrac12(\mathbf V\times\mathbf L-\mathbf L\times\mathbf V)=\mathbf V\times\mathbf L-i\mathbf V\), again a vector. Then
\[
[L^2,V_i]=i\epsilon_{jik}(L_jV_k+V_kL_j)=-i(\mathbf L\times\mathbf V)_i+i(\mathbf V\times\mathbf L)_i=2i\tilde V_i ,
\]
so the double commutator is \(-4\) times the tilde applied twice. Contracting two \(\epsilon\) symbols and using \(L_iL_k=L_kL_i+i\epsilon_{ikc}L_c\),
\[
[(\mathbf V\times\mathbf L)\times\mathbf L]_i=V_kL_iL_k-V_iL^2=(\mathbf V\cdot\mathbf L)L_i+i(\mathbf V\times\mathbf L)_i-V_iL^2 .
\]
Hence
\[
\tilde{\mathbf V}\times\mathbf L-i\tilde{\mathbf V}=(\mathbf V\cdot\mathbf L)\mathbf L+i\mathbf V\times\mathbf L-\mathbf VL^2-i\mathbf V\times\mathbf L-i\tilde{\mathbf V},
\]
and with \(i\tilde{\mathbf V}=\tfrac12(L^2\mathbf V-\mathbf VL^2)\),
\[
[L^2,[L^2,\mathbf V]]=2(L^2\mathbf V+\mathbf VL^2)-4(\mathbf V\cdot\mathbf L)\mathbf L .
\]
For \(\mathbf V=\mathbf A\) the last term drops. Between \(l'\) and \(l\), with \(\lambda=l(l+1)\), \(d=l'-l\), \(s=l'+l+1\), one has \(\lambda'-\lambda=ds\) and \(2(\lambda'+\lambda)=2(l'+\tfrac12)^2+2(l+\tfrac12)^2-1=s^2+d^2-1\). So
\[
0=(d^2s^2-s^2-d^2+1)\langle l'|\mathbf A|l\rangle=(d^2-1)(s^2-1)\langle l'|\mathbf A|l\rangle .
\]
Either \(d=\pm1\) or \(s=1\). The second means \(l=l'=0\), where \(iA_z=[L_x,A_y]\) has zero expectation because \(L_x\) annihilates bra and ket.

*Limit \(l=0\).* Only \(l'=1\) is reached, so \(|\langle0\,0|A_z|1\,0\rangle|^2=\langle A_z^2\rangle\) in the s state. The commutator \([L_z,A_xA_y]=i(A_y^2-A_x^2)\) and its cyclic partners have zero expectation there, so the three components share \(A^2=n^2-1\) equally. The squared element is \((n^2-1)/3\), which equals 1 at \(n=2\).

*Where it fails.* If \(j_1\ne j_2\), the identity at \(l'=l\) reads \(0=4\lambda\langle A_z\rangle-4m\,\mathbf L\cdot\mathbf A\). For \((j_1,j_2)=(\tfrac32,\tfrac12)\), \(\mathbf L\cdot\mathbf A=\tfrac{15}4-\tfrac34=3\), and \(\langle1\,1|A_z|1\,1\rangle=3/2=1.5\). The so(4) commutators alone do not forbid diagonal elements; \(\mathbf L\cdot\mathbf A=0\) does.

## 4. The dependence on \(m\)

With \(A_\pm=A_x\pm iA_y\),
\[
[L_+,A_z]=-iA_y+i(iA_x)=-A_+,\qquad [L_+,A_+]=i(iA_z)+i(-iA_z)=0,
\]
so \(L_+^2A_z-2L_+A_zL_++A_zL_+^2=0\). Let \(f(m)=\langle l-1,m|A_z|l,m\rangle\) and take the element between \(\langle l-1,m+2|\) and \(|l,m\rangle\), for \(m=-l,\dots,l-3\) so that both states exist. \(L_+\) does not change \(l\), so
\[
u_{l-1}(m+1)u_{l-1}(m)f(m)-2u_{l-1}(m+1)f(m+1)u_l(m)+f(m+2)u_l(m+1)u_l(m)=0,
\]
with \(f(-l)=0\), as \(|l-1,-l\rangle\) does not exist. Write \(f(m)=g(m)\sqrt{(l-m)(l+m)}\). The coefficients of \(g(m)\), \(-2g(m+1)\), \(g(m+2)\) are the square roots of
\[
(l-m-2)(l+m+1)\cdot(l-m-1)(l+m)\cdot(l-m)(l+m),
\]
\[
(l-m-2)(l+m+1)\cdot(l-m-1)(l+m+1)\cdot(l-m)(l+m+1),
\]
\[
(l-m-2)(l+m+2)\cdot(l-m-1)(l+m+2)\cdot(l-m)(l+m+1).
\]
Each contains \(S^2=(l-m-2)(l-m-1)(l-m)(l+m+1)\), nonzero on the range, and the remainders are \((l+m)^2\), \((l+m+1)^2\), \((l+m+2)^2\). So \(h(m)=(l+m)g(m)\) obeys
\[
h(m)-2h(m+1)+h(m+2)=0,\qquad h(-l)=0 .
\]
A sequence with zero second difference is linear, and one starting from zero is \(h=a_l(l+m)\). Thus \(g=a_l\) for \(m=-l+1,\dots,l-1\). Hermiticity supplies the upward element:
\[
A_z|l\,m\rangle=a_l\sqrt{l^2-m^2}\,|l-1,m\rangle+a_{l+1}^*\sqrt{(l+1)^2-m^2}\,|l+1,m\rangle .
\]

*Limit \(l=2\).* The equation at \(m=-2\) is \(-2g(-1)+2g(0)=0\), the one at \(m=-1\) is \(g(-1)-4g(0)+3g(1)=0\), and all three \(g\) agree. For \(l=1\) only \(m=0\) exists and nothing needs proof.

## 5. The size

On \(|l\,l\rangle\) the downward term vanishes and one unknown remains. From \(A_-A_+=A_x^2+A_y^2+i[A_x,A_y]=A_x^2+A_y^2-L_z\),
\[
A^2=A_z^2+A_-A_++L_z .
\]
The two norms needed are those of
\[
A_z|l\,l\rangle=a^*_{l+1}\sqrt{2l+1}\,|l+1,l\rangle,
\]
\[
A_+|l\,l\rangle=-(L_+A_z-A_zL_+)|l\,l\rangle=-a^*_{l+1}\sqrt{2l+1}\sqrt{2l+2}\,|l+1,l+1\rangle,
\]
using \(L_+|l\,l\rangle=0\) and \(u_{l+1}(l)=\sqrt{2l+2}\). Since \(A_-=A_+^\dagger\), the expectation of \(A^2=n^2-1-l(l+1)\) gives
\[
n^2-1-l(l+1)=|a_{l+1}|^2(2l+1)\,[1+(2l+2)]+l .
\]
Moving \(l\) to the left yields \(n^2-(l+1)^2=|a_{l+1}|^2(2l+1)(2l+3)\), and \(l+1\to l\) gives
\[
|a_l|^2=\frac{n^2-l^2}{4l^2-1},
\]
which with entry 4 is the stated formula.

*Limits.* At \(l=1\) this is \((n^2-1)/3\), the value found by isotropy. At \(l=n\) it vanishes, so the ladder closes where the multiplet ends. A sum over \(m\) probes entries 4 and 5 together. With \(\sum_m m^2=l(l+1)(2l+1)/3\), one finds \(\sum_m(l^2-m^2)=l(2l-1)(2l+1)/3\) and \(\sum_m[(l+1)^2-m^2]=(l+1)(2l+1)(2l+3)/3\). Then
\[
3\sum_m\langle A_z^2\rangle=l(n^2-l^2)+(l+1)[n^2-(l+1)^2]=(2l+1)[n^2-1-l(l+1)],
\]
by \(l^3+(l+1)^3=(2l+1)(l^2+l+1)\). This is the trace of \(A^2\) over the multiplet, as required, because a commutator with \(L_i\) has zero trace there and the three components contribute equally.

To leading order for large \(l\) the element is \(\tfrac12\sqrt{n^2-l^2}\,\sin\beta\) with \(\cos\beta=m/l\). Classically \(\mathbf A\) has length \(\sqrt{n^2-l^2}\) and lies in the orbital plane, so \(A_z=|\mathbf A|\sin\beta\cos\omega\) with \(\beta\) the angle between \(\mathbf L\) and the \(z\) axis and \(\omega\) the angle of \(\mathbf A\) in that plane, measured from the projection of the \(z\) axis onto it. The length \(|\mathbf L|\) generates rotations about the direction of \(\mathbf L\). These leave \(E\) and \(\mathbf L\) fixed and advance \(\omega\) at unit rate, so \(\omega\) is the angle conjugate to \(|\mathbf L|\), and \(e^{\pm i\omega}\) shifts \(l\) by one unit. The two halves of \(\cos\omega=\tfrac12(e^{i\omega}+e^{-i\omega})\) then each carry the amplitude \(\tfrac12|\mathbf A|\sin\beta\), which matches the large-\(l\) element. The downward and upward elements from a given \(|l\,m\rangle\) are both close to this value only when \(n-l\) and \(l-|m|\) are also large. At \(n=200\), \(l=100\), \(m=50\) they are \(75.001\) and \(74.994\) against the classical \(75.000\), but at \(l=199\), \(m=50\) they are \(9.67\) and \(0\), and at \(l=m=100\) they are \(0\) and \(12.12\).

The formula needs \(E<0\), since otherwise \(\mathbf M/\sqrt{-2E}\) is undefined or not Hermitian. It also rests on \([H,\mathbf M]=0\), which was derived for a \(1/r\) potential and kinetic energy \(p^2/2\). An additive constant in the potential only moves the zero of energy, but an added \(1/r^2\) term, for example, breaks the conservation law.

## 6. The sign

Multiplying the multiplet \(l\) by \(e^{i\chi_l}\) sends \(a_l\to e^{i(\chi_l-\chi_{l-1})}a_l\). The values of \(l\) form an open chain, so choosing \(\chi_1,\chi_2,\dots\) in turn makes every \(a_l\) positive. The eigenvalues of \(A_z\) do not depend on this choice. The expansion coefficients do, so anyone combining them with wave functions must know the convention.

Take Condon–Shortley harmonics and radial functions positive near \(r=0\). On an s state \(\mathbf L\psi=0\), so \(\mathbf K=\mathbf p\times\mathbf L-i\mathbf p\) acts as \(-\nabla\) and \(M_z\psi=-\cos\theta\,(R'+ZR)Y_{00}\). Insert \(R=R_0(1+br+cr^2+\dots)\) into \(-\tfrac12(R''+2R'/r)-ZR/r=ER\). Order \(r^{-1}\) gives \(b=-Z\), and order \(r^0\) gives \(-3c+Z^2=E\). Then
\[
R'+ZR=R_0(2c-Z^2)r+\dots=-\tfrac13R_0Z^2(1-n^{-2})\,r+\dots,
\]
so \(M_z\psi\) is a positive multiple of the \(np_0\) function, and \(a_1>0\) for every \(n\ge2\). The argument covers \(a_1\) only; \(a_2\) at \(n=3\) is settled below.

## 7. Worked example: hydrogen, \(n=3\)

With \(Z=1\) and infinite nuclear mass, \(j=1\), \(E=-1/18=-0.055556\) hartree \(=-1.5117\) eV (the finite proton mass shifts this to \(-1.5109\) eV), \(1/\sqrt{-2E}=3\) and \(L^2+A^2=8\). In units of \(\hbar\),
\[
|a_1|^2=\tfrac{9-1}{3}=2.6667,\qquad |a_2|^2=\tfrac{9-4}{15}=0.3333,\qquad |a_3|^2=0,
\]
so \(a_1=1.6330\) and \(a_2=0.57735\). The elements are \(1.6330\times1=1.6330\) (3s–3p, \(m=0\)), \(0.57735\times2=1.1547\) (3p–3d, \(m=0\)) and \(0.57735\times\sqrt3=1.0000\) (3p–3d, \(m=\pm1\)).

For the signs in the convention of entry 6, \(M_z\) was applied as a differential operator to the wave functions. These are sums of terms \(x^ay^bz^cr^s e^{-r/3}\), a form that differentiation preserves, and each product was integrated in closed form with gamma functions. The integrals are \(+0.544331\), \(+0.384900\) and \(+0.333333\) in \(\hbar^2/a_0\). Multiplied by \(n/Z=3\) they are \(1.6330\), \(1.1547\), \(1.0000\), so \(a_1\) and \(a_2\) are both positive.

The top-state balance \(A_z^2+A_-A_++L_z\) reads \(2.6667+5.3333+0=8\) for \(l=0\), \(1+4+1=6\) for \(l=1\), and \(0+0+2=2\) for \(l=2\), equal to \(8-l(l+1)\).

The \(m=0\) block in the basis (3s, 3p, 3d) has zero diagonal and off-diagonal entries \(1.6330\) and \(1.1547\). Its characteristic equation is \(\mu(\mu^2-\tfrac83-\tfrac43)=0\), with roots \(-2,0,2\), the values of \(m_1-m_2\) for \(m_1+m_2=0\). The \(m=1\) block has roots \(\pm1\). For \(\mu=2\), the first and third rows give \(v_s=1.6330\,v_p/2\) and \(v_d=1.1547\,v_p/2\). Normalization gives \((0.5774,\,0.7071,\,0.4082)\), with weights \(0.3333,\ 0.5,\ 0.1667\). For 3p, \(\langle A_z^2\rangle=\tfrac83+\tfrac43=4\) at \(m=0\) and 1 at \(m=\pm1\); the sum is \(6=3\cdot6/3\).

## 8. The algebra from \([x_i,p_j]=i\delta_{ij}\)

All relations hold as differential identities away from \(r=0\). They carry over to the bound states, because \(\mathbf M\) keeps these regular. For \(l\ge1\), \(\mathbf M\psi\) is bounded at the origin; for \(l=0\) it is a pure \(l'=1\) function that grows at most as \(1/r\). A singular solution would grow as \(r^{-l'-1}\), which is faster in both cases, so \(\mathbf M\psi\) is again a regular solution with the same \(E\). The surface terms from integrating by parts outside a small sphere vanish with its radius, so \(\mathbf M\) is Hermitian on these states. The vectors \(\mathbf x\) and \(\mathbf p\) obey \([L_i,V_j]=i\epsilon_{ijk}V_k\); cross products inherit the rule and scalars commute with \(\mathbf L\), so \(\mathbf M\) is a vector. Note \(\mathbf K=\tilde{\mathbf p}=\mathbf p\times\mathbf L-i\mathbf p=-\mathbf L\times\mathbf p+i\mathbf p\).

*Orthogonality.* \(\hat{\mathbf r}\cdot\mathbf L=\mathbf p\cdot\mathbf L=0\) by the antisymmetry of \(\epsilon\), and \((\mathbf p\times\mathbf L)\cdot\mathbf L=\mathbf p\cdot(\mathbf L\times\mathbf L)=i\,\mathbf p\cdot\mathbf L=0\). So \(\mathbf M\cdot\mathbf L=0\).

*Conservation.* \(p^2\) commutes with \(\mathbf K\), and \(1/r\) with \(\hat{\mathbf r}\), so \([H,\mathbf M]=-Z([\tfrac12p^2,\hat{\mathbf r}]-[\mathbf K,1/r])\). From \(\mathbf K=-\tfrac i2[L^2,\mathbf p]\), \([L^2,1/r]=0\) and \([\mathbf p,1/r]=i\hat{\mathbf r}/r^2\), the Jacobi identity gives \([\mathbf K,1/r]=[L^2,\hat{\mathbf r}]/2r^2\). In \(p^2=p_r^2+L^2/r^2\) the radial part commutes with \(\hat{\mathbf r}\), so \([\tfrac12p^2,\hat{\mathbf r}]\) is the same operator.

*Square.* In \(K^2=(-\mathbf L\times\mathbf p+i\mathbf p)\cdot(\mathbf p\times\mathbf L-i\mathbf p)\) the cross terms contain \(\epsilon_{ijk}p_ip_k=0\), and \((\mathbf L\times\mathbf p)\cdot(\mathbf p\times\mathbf L)=(\mathbf L\cdot\mathbf p)(\mathbf p\cdot\mathbf L)-L_jp^2L_j=-p^2L^2\). So \(K^2=p^2(L^2+1)\). Next, \(\hat{\mathbf r}\cdot\mathbf K=L^2/r-i\hat{\mathbf r}\cdot\mathbf p\), because \(\mathbf x\cdot(\mathbf p\times\mathbf L)=L^2\). Adding the adjoint and using \(\mathbf p\cdot\hat{\mathbf r}-\hat{\mathbf r}\cdot\mathbf p=-i\nabla\cdot\hat{\mathbf r}=-2i/r\) gives \((2/r)(L^2+1)\). Thus \(M^2=(p^2-2Z/r)(L^2+1)+Z^2\).

*Commutator.* Let \(D=\mathbf x\cdot\mathbf p\), with \([D,p_i]=ip_i\) and \([D,x_i]=-ix_i\), and let \(\Lambda_{ij}=x_ip_j-x_jp_i=\epsilon_{ijk}L_k\). Then \((\mathbf p\times\mathbf L)_i=p_jx_ip_j-p_jx_jp_i=x_ip^2-ip_i-(D-3i)p_i\), so \(K_i=x_ip^2-(D-i)p_i=x_ip^2-p_iD\). The pieces are
\[
[x_ip^2,x_jp^2]=x_i(-2ip_j)p^2+x_j(2ip_i)p^2=-2i\Lambda_{ij}p^2,\qquad [p_iD,p_jD]=ip_ip_jD-ip_jp_iD=0,
\]
\[
[x_ip^2,p_jD]=i\delta_{ij}p^2D-ip_jx_ip^2 ,
\]
the last using \([D,x_ip^2]=(-i+2i)x_ip^2\). The mixed terms enter as minus the last expression plus its copy with \(i\leftrightarrow j\). The \(\delta_{ij}\) parts cancel, leaving \(+i\Lambda_{ij}p^2\), so \([K_i,K_j]=-i\Lambda_{ij}p^2\). In \([K_i,\hat r_j]-[K_j,\hat r_i]\) only parts antisymmetric in \(ij\) survive. Use \([p^2,F]=-2i\nabla F\cdot\mathbf p-\nabla^2F\), \(\partial_k\hat r_j=(\delta_{jk}-\hat r_j\hat r_k)/r\) and \(\nabla^2\hat r_j=-2\hat r_j/r^2\): then \(x_i[p^2,\hat r_j]=-2ix_ip_j/r\) plus symmetric terms. Also \([p_iD,\hat r_j]=-i(\partial_i\hat r_j)D\) is symmetric, since \(D=-ir\partial_r\) commutes with \(\hat r_j\). The difference is \(-2i\Lambda_{ij}/r\), and
\[
[M_i,M_j]=-i\Lambda_{ij}p^2+\frac{2iZ}{r}\Lambda_{ij}=-2iH\,\epsilon_{ijk}L_k .
\]
